# Madelung constants of the alternating chain and of rock salt: a program that tests the result

```python
"""
Madelung constants of alternating point charges (+1, -1, spacing d).
Definition: potential at a +1 ion from all other ions = -M/d.
Results under test:
  chain:     M = 2 ln 2
  rock salt: M = 1.747565, limit of ion-centred cubes |i|,|j|,|k| <= L
             with weights 1/2 (faces), 1/4 (edges), 1/8 (corners);
             error of cube L = (-1)^L * 5/(72 sqrt 3) / L^4 at large L.
Symbols: L = half side of cube in units of d, t = Gaussian parameter,
theta(t) = sum over all n of (-1)^n exp(-n^2 t^2).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad


def line_charges(L, fractional):
    n = np.arange(-L, L + 1)
    q = 1.0 - 2.0 * (n % 2)
    if fractional:
        q[0] *= 0.5
        q[-1] *= 0.5
    return n, q


def cube_sum(L, fractional):
    """Explicit lattice sum; returns Madelung estimate and net charge."""
    n, q = line_charges(L, fractional)
    charge = q[:, None, None] * q[None, :, None] * q[None, None, :]
    n2 = (n * n).astype(float)
    r = np.sqrt(n2[:, None, None] + n2[None, :, None] + n2[None, None, :])
    r[L, L, L] = np.inf
    return -np.sum(charge / r), np.sum(charge)


def chain_sum(N, fractional):
    n, q = line_charges(N, fractional)
    outside = n != 0
    return -np.sum(q[outside] / np.abs(n[outside]))


def theta_direct(t, nmax=12):
    return 1 + 2 * sum((-1)**n * np.exp(-(n * t)**2)
                       for n in range(1, nmax + 1))


def theta_poisson(t):
    return 2 * np.sqrt(np.pi) / t * sum(
        np.exp(-(np.pi * (k + 0.5) / t)**2) for k in range(6))


def line_gauss(L, t):
    n, q = line_charges(L, True)
    return np.exp(-np.outer(t, n)**2) @ q


# Gauss-Legendre nodes on 0..1 and 1..7; beyond 7 the integrands vanish
x, w = np.polynomial.legendre.leggauss(200)
t_low, w_low = 0.5 * (x + 1), 0.5 * w
t_high, w_high = 4 + 3 * x, 3 * w
t_all = np.concatenate([t_low, t_high])
w_all = np.concatenate([w_low, w_high]) * 2 / np.sqrt(np.pi)
theta = np.concatenate([theta_poisson(t_low), theta_direct(t_high)])

for t in (0.8, 1.0, 1.5):
    assert abs(theta_direct(t) - theta_poisson(t)) < 1e-13

# ---------------- chain ----------------
M_chain = 2 * np.log(2)
assert abs(np.sum(w_all * (1 - theta)) - M_chain) < 1e-11
for N in (1, 2, 5, 10, 100, 1000):
    assert abs(chain_sum(N, False) - M_chain) <= 2 / (N + 1)
err_plain = {N: chain_sum(N, False) - M_chain for N in (100, 200, 1000)}
err_half = {N: chain_sum(N, True) - M_chain for N in (100, 200, 1000)}
assert abs(err_plain[1000] * 1000 + 1) < 1e-3
assert abs(err_half[1000] * 2 * 1000**2 - 1) < 1e-4
p_chain_plain = np.log2(abs(err_plain[100] / err_plain[200]))
p_chain_half = np.log2(abs(err_half[100] / err_half[200]))
assert abs(p_chain_plain - 1) < 0.01 and abs(p_chain_half - 2) < 0.01

# energy per pair from all distinct pairs of a finite chain (d = 1)
pairs = 500
site = np.arange(2 * pairs)
sgn = 1.0 - 2.0 * (site % 2)
i, j = np.triu_indices(2 * pairs, 1)
E_finite = np.sum(sgn[i] * sgn[j] / (j - i)) / pairs
assert abs(E_finite + M_chain - 1 / (2 * pairs)) < 2e-6

# ---------------- rock salt ----------------
M_ref = np.sum(w_all * (1 - theta**3))
Lmax = 40
evjen, whole = {}, {}
for L in range(1, Lmax + 1):
    evjen[L], charge_frac = cube_sum(L, True)
    whole[L], charge_whole = cube_sum(L, False)
    assert abs(charge_frac) < 1e-9
    assert abs(charge_whole - (-1)**L) < 1e-9

# factorized integral against the explicit cube sum
for L in (1, 2, 5):
    value = np.sum(w_all * (1 - line_gauss(L, t_all)**3))
    assert abs(value - evjen[L]) < 1e-11

C4 = 5 / (72 * np.sqrt(3))
error = {L: evjen[L] - M_ref for L in evjen}
scaled = {L: (-1)**L * error[L] * L**4 for L in evjen}
assert abs(scaled[10] / C4 - 1) < 1e-3
assert abs(scaled[20] / C4 - 1) < 1e-3
assert abs(evjen[Lmax] - C4 / Lmax**4 - M_ref) < 1e-11
rates = {L: np.log2(abs(error[L] / error[2 * L])) for L in (5, 10, 20)}
assert all(abs(p - 4) < 5e-3 for p in rates.values())

err_whole = {L: whole[L] - M_ref for L in whole}
whole_ratio = -err_whole[20] * np.sqrt(3) * 20.5
assert abs(whole_ratio - 1) < 1e-3
p_whole = np.log2(abs(err_whole[20] / err_whole[40]))
assert abs(p_whole - 1) < 0.05

# bound on the remainder of the alternating tail, f = exp(-x^2 t^2)
for L, t in ((10, 0.1), (10, 0.05), (5, 0.3)):
    delta = line_gauss(L, np.array([t]))[0] - theta_poisson(t)
    lead = -(-1)**L * L * t**2 * np.exp(-(L * t)**2)
    third = lambda y: abs(12*y*t**4 - 8*y**3*t**6) * np.exp(-(y*t)**2)
    bound = quad(third, L, L + 10 / t, limit=200)[0] / 8
    assert abs(delta - lead) <= bound

# what remains after the cubic term must fall as exp(-sqrt2 pi L)
prefactor = {}
for L in range(2, 7):
    delta = line_gauss(L, t_all) - theta
    rest = error[L] + np.sum(w_all * delta**3)
    prefactor[L] = abs(rest) * np.exp(np.sqrt(2) * np.pi * L)
    assert 5 < prefactor[L] < 25

target = round(M_ref, 6)
assert target == 1.747565
L_round = 1 + max(L for L in evjen if round(evjen[L], 6) != target)
assert L_round <= Lmax

# contributions to the first cube, by distance class
n, q = line_charges(1, True)
parts = {1: 0.0, 2: 0.0, 3: 0.0}
for a in range(3):
    for b in range(3):
        for c in range(3):
            r2 = int(n[a]**2 + n[b]**2 + n[c]**2)
            if r2:
                parts[r2] -= q[a] * q[b] * q[c] / np.sqrt(r2)
assert abs(sum(parts.values()) - evjen[1]) < 1e-13

# ---------------- model energies ----------------
d = 5.0
eV = physical_constants["Hartree energy in eV"][0]
E_chain, E_salt = -M_chain / d, -M_ref / d

print("CHAIN (Madelung constants are dimensionless)")
print(f"2 ln 2 = {M_chain:.8f}")
for N in (1, 2, 10, 100, 1000):
    print(f"N={N:4d}: whole ends {chain_sum(N, False):.8f}, "
          f"half ends {chain_sum(N, True):.8f}")
print(f"exponent N=100->200, whole ends: {p_chain_plain:.4f}")
print(f"exponent N=100->200, half ends: {p_chain_half:.4f}")
print(f"finite chain, {pairs} pairs: -E d/pair = {-E_finite:.6f}")
print("ROCK SALT")
print(f"reference M from theta integral = {M_ref:.10f}")
print(f"first cube: faces {parts[1]:.6f}, edges {parts[2]:.6f}, "
      f"corners {parts[3]:.6f}")
print("L, fractional cube, its error, (-1)^L error L^4, whole-ion cube")
for L in (1, 2, 3, 4, 5, 6, 10, 20, 40):
    print(f"{L:3d} {evjen[L]:.8f} {error[L]:+.3e} "
          f"{scaled[L]:.6f} {whole[L]:.6f}")
print(f"predicted coefficient 5/(72 sqrt3) = {C4:.6f}")
for L, p in rates.items():
    print(f"exponent, fractional cubes L={L}->{2*L}: {p:.4f}")
print(f"exponent, whole-ion cubes L=20->40: {p_whole:.4f}")
print(f"whole-ion error / predicted with L+1/2, L=20: {whole_ratio:.6f}")
for L, value in prefactor.items():
    print(f"mixed terms * exp(sqrt2 pi L), L={L}: {value:.2f}")
print(f"all cubes L={L_round}..{Lmax} round to {target:.6f}")
print(f"MODEL ENERGIES, charges +-1 e, d = {d:.1f} bohr")
print(f"chain: {E_chain:.6f} hartree/pair = {E_chain*eV:.4f} eV/pair")
print(f"rock salt: {E_salt:.6f} hartree/pair = {E_salt*eV:.4f} eV/pair")
print(f"ratio rock salt / chain = {E_salt/E_chain:.4f}")
print("all good")
```

Output:

```
CHAIN (Madelung constants are dimensionless)
2 ln 2 = 1.38629436
N=   1: whole ends 2.00000000, half ends 1.00000000
N=   2: whole ends 1.00000000, half ends 1.50000000
N=  10: whole ends 1.29126984, half ends 1.39126984
N= 100: whole ends 1.37634436, half ends 1.38634436
N=1000: whole ends 1.38529486, half ends 1.38629486
exponent N=100->200, whole ends: 0.9964
exponent N=100->200, half ends: 1.9999
finite chain, 500 pairs: -E d/pair = 1.385295
ROCK SALT
reference M from theta integral = 1.7475645946
first cube: faces 3.000000, edges -2.121320, corners 0.577350
L, fractional cube, its error, (-1)^L error L^4, whole-ion cube
  1 1.45602993 -2.915e-01 0.291535 2.133521
  2 1.75176913 +4.205e-03 0.067273 1.516646
  3 1.74704156 -5.230e-04 0.042365 1.912504
  4 1.74772111 +1.565e-04 0.040068 1.619270
  5 1.74750050 -6.409e-05 0.040058 1.852535
  6 1.74759552 +3.092e-05 0.040075 1.658742
 10 1.74756860 +4.009e-06 0.040091 1.692579
 20 1.74756485 +2.506e-07 0.040094 1.719401
 40 1.74756461 +1.566e-08 0.040094 1.733309
predicted coefficient 5/(72 sqrt3) = 0.040094
exponent, fractional cubes L=5->10: 3.9988
exponent, fractional cubes L=10->20: 3.9999
exponent, fractional cubes L=20->40: 4.0000
exponent, whole-ion cubes L=20->40: 0.9823
whole-ion error / predicted with L+1/2, L=20: 1.000000
mixed terms * exp(sqrt2 pi L), L=2: 12.89
mixed terms * exp(sqrt2 pi L), L=3: 19.49
mixed terms * exp(sqrt2 pi L), L=4: 14.10
mixed terms * exp(sqrt2 pi L), L=5: 18.77
mixed terms * exp(sqrt2 pi L), L=6: 14.60
all cubes L=26..40 round to 1.747565
MODEL ENERGIES, charges +-1 e, d = 5.0 bohr
chain: -0.277259 hartree/pair = -7.5446 eV/pair
rock salt: -0.349513 hartree/pair = -9.5107 eV/pair
ratio rock salt / chain = 1.2606
all good
```
